# How the Bethe logarithm depends on the energy unit

**Question: does the Bethe logarithm depend on the energy unit?**

I computed Bethe logarithms for hydrogen-like ions by summing over pseudostates, all in hartree, and put them into the leading-order Lamb shift formula that contains $\ln(Z\alpha)^{-2}-\ln k_0$. I assumed that $\ln k_0$ is a pure number, like a logarithm of $\alpha$, so that units cannot matter. But my 2S value differs from that of a colleague who works in rydberg, it changes from H to He$^+$, and my 2P value does neither. Is $\ln k_0$ unit-free or not? If not, what exactly is the rule, and what does a mismatch do to the 2S–2P$_{1/2}$ splitting?

**Answer**

It is not unit-free for S states, and it is unit-free for states with $l>0$ of a one-electron Coulomb problem. One sum rule explains both facts. To see which unit a given formula expects, the formula has to be assembled from its low- and high-energy parts.

*Conventions.* Hartree units, $c=1/\alpha$, $1\,\mathrm{Ry}=\tfrac12E_h$, point nucleus of infinite mass, $H=p^2/2+V$ with $V=-Z/r$, and only order $\alpha^3Z^4$ is kept. For a state $\psi=|n\rangle$ define
$$\Delta_m=E_m-E_n,\qquad w_m=|\langle m|\mathbf p|n\rangle|^2\Delta_m,\qquad D=\sum_m w_m,$$
with the sum over bound and continuum states. For an energy unit $u$,
$$\beta_u=\frac{\sum_m w_m\ln(|\Delta_m|/u)}{2Z^4/n^3},\qquad P_n=\frac{\alpha^3Z^4}{\pi n^3}.$$
The symbol $\ln k_0$ in your formula is $\beta_u$ for some $u$ that the symbol does not show.

### Where the logarithm comes from

The coupling to transverse photons is $\mathbf p\cdot\mathbf A/c$, with mode amplitude $\sqrt{2\pi c^2/\mathcal V\omega}$ in a box of volume $\mathcal V$. Take photons with $\omega<K$ and $Z^2\ll K\ll Zc$. The upper limit makes the wavelength long against the atom, so $e^{i\mathbf k\cdot\mathbf r}\to1$ and the $A^2$ term shifts all levels equally. Second-order perturbation theory, with $\sum_{\mathbf k}\to \mathcal V\int\omega^2d\omega\,d\Omega/(2\pi c)^3$ and $\int d\Omega\sum_\epsilon|\boldsymbol\epsilon\cdot\mathbf p|^2=\tfrac{8\pi}{3}|\mathbf p|^2$, has the prefactor $2\pi\cdot\tfrac{8\pi}{3}/(8\pi^3c^3)=2\alpha^3/3\pi$:
$$\delta E=-\frac{2\alpha^3}{3\pi}\int_0^K d\omega\sum_m|\mathbf p_{mn}|^2\frac{\omega}{\omega+\Delta_m}.$$
Write $\omega/(\omega+\Delta)=1-\Delta/(\omega+\Delta)$. The first piece is proportional to $\langle p^2\rangle$ and is present for a free electron too, so it is a change of mass, already contained in the observed mass. The second piece, with the principal value where $\Delta_m<0$, is
$$E_{\rm low}=\frac{2\alpha^3}{3\pi}\sum_m w_m\ln\left|\frac{K+\Delta_m}{\Delta_m}\right|=\frac{2\alpha^3}{3\pi}\Big[D\ln\frac Ku-\sum_m w_m\ln\frac{|\Delta_m|}{u}+\sum_m w_m\ln\Big(1+\frac{\Delta_m}{K}\Big)\Big].$$
Only the ratio $K/\Delta_m$ is physical. The unit $u$ enters when the logarithm is cut in two, and each half then depends on it.

The last sum vanishes as $K\to\infty$, slowly for S states. From $(H-E_n)\nabla\psi=[H,\nabla]\psi=-(\nabla V)\psi$ one has $w_m=|\langle m|\nabla V|n\rangle|^2/\Delta_m$. At high energy $|m\rangle$ is a plane wave of momentum $k$, $\psi\to\psi(0)$, the Fourier transform of $\nabla V$ has modulus $4\pi Z/k$, and $\Delta=k^2/2$. The weight is then $|\psi(0)|^2(4\pi Z/k)^2(2/k^2)\,4\pi k^2dk/(2\pi)^3=16Z^2|\psi(0)|^2dk/k^2$. Divide by $D=2\pi Z|\psi(0)|^2$ (shown next) and set $\varepsilon=k^2=\Delta/\mathrm{Ry}$: the normalized weight is $(4Z/\pi)\varepsilon^{-3/2}d\varepsilon$. Integration by parts gives $\int_0^\infty x^{-3/2}\ln(1+x)\,dx=2\int_0^\infty x^{-1/2}(1+x)^{-1}dx=2\pi$, so the last sum is $8Z\sqrt{\mathrm{Ry}/K}\;D$ at leading order. For H 1S at $K=5\times10^7E_h$ the computed coefficient is $7.9929$ against 8. That $K$ lies far above $Zc$ and tests the asymptotic formula only. Inside the window the piece is not small for light ions: at $K=Zc$ the leading form gives $8\sqrt{Z\alpha/2}\,D\approx0.5\,D$ for hydrogen, comparable with $D\ln2$, so smallness is not the reason it can be omitted. This piece cancels against the binding correction neglected for photons above $K$, since the total cannot depend on where the integral is split, and it is dropped on both sides.

### The sum rule

Take $\psi$ real. Closure, the commutator above, and an integration by parts give
$$D=\int\nabla\psi\cdot(H-E_n)\nabla\psi=-\tfrac12\int\nabla(\psi^2)\cdot\nabla V=\tfrac12\langle\nabla^2V\rangle=2\pi Z|\psi(0)|^2=\frac{2Z^4}{n^3}\delta_{l0},$$
using $\nabla^2V=4\pi Z\delta^3(\mathbf r)$ and the hydrogenic value $|\psi(0)|^2=Z^3\delta_{l0}/\pi n^3$.

For 2P the zero is a cancellation. With $\psi=bR(r)\cos\theta$, $b^2=3/4\pi$, write $\psi=zf$, $f=bR/r$, so $\nabla\psi=\hat{\mathbf z}f+\cos\theta\,\hat{\mathbf r}\,rf'$. Split $\cos\theta\,\hat{\mathbf r}=\hat{\mathbf z}/3+\mathbf T$, where $\hat{\mathbf z}/3$ is the angular average (s wave) and $\mathbf T$ is the d-wave rest, with $\overline{|\mathbf T|^2}=\tfrac13-\tfrac19=\tfrac29$. Since $rf'=b(R'-R/r)$,
$$\nabla\psi=\tfrac b3\hat{\mathbf z}\,(R'+2R/r)+b\mathbf T\,(R'-R/r),\qquad -(\nabla V)\psi=-\frac{ZbR}{r^2}\Big(\tfrac13\hat{\mathbf z}+\mathbf T\Big).$$
The angular weights are $4\pi b^2/9=\tfrac13$ and $4\pi b^2\cdot\tfrac29=\tfrac23$. Let $I=\langle r^{-3}\rangle=\int R^2dr/r$; also $\int RR'dr=0$ because $R(0)=0$. Then $D_s=-\tfrac13Z\cdot2I$ and $D_d=+\tfrac23ZI$. For 2P, $r^2R^2=Z^5r^4e^{-Zr}/24$ gives $I=Z^3/24$, so $D_{d,s}=\pm Z^4/36$. The computed hydrogen values are $\pm0.0277778$. The s channel can be negative because 1S lies below 2P.

### The two shifts

**Unit.** Since $\ln(|\Delta|/u')=\ln(|\Delta|/u)+\ln(u/u')$,
$$\beta_{u'}=\beta_u+\frac{D}{2Z^4/n^3}\ln\frac{u}{u'}=\beta_u+\delta_{l0}\ln\frac{u}{u'}.$$
With $u=E_h$ and $u'=\mathrm{Ry}$ this is $\beta_{\rm Ry}=\beta_{E_h}+\ln2$ for S states. The smaller unit gives the larger number.

**Charge.** Put $\mathbf r=\boldsymbol\rho/Z$. Then $H=Z^2(p_\rho^2/2-1/\rho)$ and $\mathbf p=Z\mathbf p_\rho$, so $\Delta_m(Z)=Z^2\Delta_m(1)$ and $w_m(Z)=Z^4w_m(1)$. The $Z^4$ cancels against the normalization, and $\ln(Z^2|\Delta(1)|/u)=\ln(|\Delta(1)|/u)+2\ln Z$ gives
$$\beta_u(Z)=\beta_u(1)+2\,\delta_{l0}\ln Z .$$
By the unit rule, $\beta_{Z^2\rm Ry}(Z)=\beta_{\rm Ry}(Z)-2\delta_{l0}\ln Z=\beta_{\rm Ry}(1)$, which is independent of $Z$.

For S states the weights $w_m/D$ sum to one, and $k_0=u\,e^{\beta_u}$ is an energy that does not depend on $u$: the weighted geometric mean of $|\Delta_m|$. From $n=3$ on, lower p states exist (2P for 3S) and carry negative weights, so there the word "mean" is only formal. For $l>0$ the weights sum to zero, $\beta$ is a pure number, and $ue^\beta$ is not an invariant energy. That is what you saw for 2P.

### Which unit the Lamb formula expects

I take as input the one-loop QED expressions for the vertex form factors and the vacuum polarization. Here $q^2$ is the four-momentum transfer squared in units of $c^2$, the photon has rest energy $\lambda$, $\mu=\lambda/c^2$, $x+y+z=1$, $N=1-4z+z^2$, $A_0=(1-z)^2+\mu^2z$ and $A=A_0-q^2xy$:
$$F_1-1=\frac{\alpha}{2\pi}\int\!\Big[\ln\frac{A_0}{A}+\frac{N+q^2(1-x)(1-y)}{A}-\frac{N}{A_0}\Big],\qquad F_2(0)=\frac{\alpha}{2\pi}\int\frac{2z(1-z)}{A_0},$$
$$\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1 x(1-x)\ln[1-x(1-x)q^2]\,dx .$$

**Slope of $F_1$.** The derivative of the bracket at $q^2=0$ is $[xy+(1-x)(1-y)]/A_0+Nxy/A_0^2$. Set $s=1-z$, $x=s\xi$, $y=s(1-\xi)$, with measure $s\,ds\,d\xi$. The $\xi$ average of $xy$ is $s^2/6$, $(1-x)(1-y)=1-s+xy$, and $N=-2+2s+s^2$. So
$$\frac{2\pi}{\alpha}F_1'(0)=\int_0^1 s\,ds\Big[\frac{1-s+s^2/3}{A_0}+\frac{(-2+2s+s^2)s^2}{6A_0^2}\Big].$$
The mass matters only for $s\lesssim\mu$, where $A_0\simeq s^2+\mu^2$. With $L=\ln(1/\mu)$, $\int s/A_0\to L$ and $\int s^3/A_0^2\to L-\tfrac12$; in the other terms $A_0=s^2$. The first fraction gives $L-1+\tfrac16$ and the second $-\tfrac13(L-\tfrac12)+\tfrac13+\tfrac1{12}$. The sum is $\tfrac23L-\tfrac14$, hence $F_1'(0)=\frac{\alpha}{3\pi}[\ln(c^2/\lambda)-\tfrac38]$. For a static potential $q^2=-\alpha^2|\mathbf q|^2$ and $-|\mathbf q|^2\to\nabla^2$, so $\delta V=\alpha^2F_1'(0)\nabla^2V$. With $\langle\nabla^2V\rangle=4Z^4/n^3$ the shift of an S state is $\tfrac43P_n[\ln(c^2/\lambda)-\tfrac38]$.

**From $\lambda$ to $K$.** The two regulators differ only for soft photons. Choose $Z^2\ll\lambda,K\ll\Lambda\ll Zc$ and compare them below $\Lambda$, where the dipole form holds, and expand in $\Delta/\omega$ as far as the terms in $w_m$. For S states the series cannot be continued term by term, because the next coefficient $\langle(\nabla V)^2\rangle$ diverges at the nucleus. The weight $\varepsilon^{-3/2}$ found above makes the remainder of order $Z\sqrt{\mathrm{Ry}/\lambda}$, which vanishes for $\lambda\gg Z^2$. Let $k$ be momentum times $c$ and $\omega^2=k^2+\lambda^2$. In Feynman gauge the space components contribute $|\mathbf p_{mn}|^2/c^2$, and the time component contributes $-|\langle m|e^{i\mathbf k\cdot\mathbf r/c}|n\rangle|^2\to-k^2|\mathbf r_{mn}|^2/3c^2$. Each multiplies $\omega^{-1}$ and
$$-\frac1{\omega+\Delta}=-\frac1\omega+\frac\Delta{\omega^2}-\frac{\Delta^2}{\omega^3}+\frac{\Delta^3}{\omega^4}-\dots$$
Since $|\mathbf p_{mn}|=|\Delta_m||\mathbf r_{mn}|$, the combination $w_m$ arises from $\Delta/\omega^2$ in the space part and from $\Delta^3/\omega^4$ in the time part. The dipole form of the time component holds for $m\neq n$, which is all that matters in terms carrying a power of $\Delta$. In its $-1/\omega$ term the sum includes $m=n$, and closure gives $\sum_m|\langle m|e^{i\mathbf k\cdot\mathbf r/c}|n\rangle|^2=1$ for every state. Its $\Delta/\omega^2$ term contains $\sum_m\Delta_m|\mathbf r_{mn}|^2=\tfrac12\sum_i\langle[x_i,[H,x_i]]\rangle=\tfrac32$, also the same for every state. Its $\Delta^2/\omega^3$ term and the $-1/\omega$ term of the space part contain $\sum_m|\mathbf p_{mn}|^2=\langle p^2\rangle$, again a mass term. The coefficient of $D$ is therefore proportional to
$$\int_0^\Lambda\frac{k^2dk}{\omega^3}\Big(1-\frac{k^2}{3\omega^2}\Big).$$
With $k=\lambda\sinh\theta$ the integrand becomes $\tanh^2\theta-\tfrac13\tanh^4\theta$. The integrals are $\theta-\tanh\theta$ and $\theta-\tanh\theta-\tfrac13\tanh^3\theta$, and at the upper end $\theta\to\ln(2\Lambda/\lambda)$, $\tanh\theta\to1$. The result is $\tfrac23\theta-1+\tfrac49=\tfrac23[\ln(2\Lambda/\lambda)-\tfrac56]$. For massless photons cut off below at $K$ the same integrand is $\tfrac23/k$ and gives $\tfrac23\ln(\Lambda/K)$. Equating the two,
$$\ln\frac{c^2}{\lambda}=\ln\frac{c^2}{2K}+\frac56 .$$

**Anomalous moment.** $F_2(0)=\frac{\alpha}{2\pi}\int_0^12(1-s)\,ds=\frac{\alpha}{2\pi}\equiv a$. In a static potential the Pauli term is $\delta H=-\frac{ia}{2c}\gamma^0\boldsymbol\alpha\cdot\nabla V$. With large component $\phi$ and small component $\boldsymbol\sigma\cdot\mathbf p\,\phi/2c$ its expectation value is that of $-\frac{ia}{4c^2}[\boldsymbol\sigma\cdot\nabla V,\boldsymbol\sigma\cdot\mathbf p]$. Use $\boldsymbol\sigma\cdot\mathbf a\,\boldsymbol\sigma\cdot\mathbf b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot\mathbf a\times\mathbf b$, $\mathbf p\cdot\nabla V=\nabla V\cdot\mathbf p-i\nabla^2V$, and $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$ (a gradient has no curl). The commutator is $i\nabla^2V+2i\boldsymbol\sigma\cdot\nabla V\times\mathbf p$, so
$$\delta H=a\alpha^2\Big[\tfrac14\nabla^2V+\frac{V'}{r}\mathbf L\cdot\mathbf S\Big].$$
The overall sign is confirmed by the second term, which is the energy of the extra moment $a(e/c)\mathbf S$ in the motional field $-\mathbf v\times\mathbf E/c$, with $e\mathbf E=-\nabla V$. For S states the shift is $a\alpha^2Z^4/n^3=P_n/2=\tfrac43P_n\cdot\tfrac38$. For 2P$_{1/2}$, $\mathbf L\cdot\mathbf S=\tfrac12(\tfrac34-2-\tfrac34)=-1$, and the shift is $-a\alpha^2ZI=-\alpha^3Z^4/48\pi=-P_2/6$.

**Vacuum polarization.** $V\to V/(1-\Pi)$ and $\Pi'(0)=-\frac{2\alpha}{\pi}\cdot\frac1{30}=\frac{\alpha}{3\pi}(-\tfrac15)$. It acts like the slope of $F_1$ and adds $-\tfrac15$ to the bracket.

**Total.** For S states $E_{\rm low}=\tfrac43P_n\ln(K/k_0)$ by the sum rule, so $K$ cancels, and $-\tfrac38+\tfrac56+\tfrac38-\tfrac15=\tfrac{19}{30}$:
$$E(nS)=\tfrac43P_n\Big[\ln\frac{c^2}{2k_0}+\frac{19}{30}\Big],\qquad E(2P_{1/2})=P_2\Big[-\tfrac43\beta-\tfrac16\Big].$$
For 2P there is no $\ln K$ and no contact term. The S-state logarithm holds a ratio of two energies, rest energy over $2k_0$. Inserting $k_0=ue^{\beta_u}$ gives $\ln(c^2/2u)-\beta_u$, and three choices of $u$ give three equal forms:

- A, $u=Z^2\,\mathrm{Ry}=Z^2/2$: $\ \ln(Z\alpha)^{-2}-\beta_{Z^2\rm Ry}$
- B, $u=\mathrm{Ry}$: $\ \ln\alpha^{-2}-\beta_{\rm Ry}$
- C, $u=E_h$: $\ \ln\alpha^{-2}-\ln2-\beta_{E_h}$

Your formula is form A. The factor 2 from the matching integral cancels the $\tfrac12$ in the rydberg, which is why no $\ln 2$ is visible in it.

### What each mismatch does

A value of $\beta$ too large by $\delta$ changes $E(nS)$ by $-\tfrac43P_n\delta$, whatever the constant $19/30$. The two shift rules give $\delta$, and the errors in units of $\tfrac43P_n$ are:

1. $\beta_{Z^2E_h}$ in A. It is too small by $\ln2$; error $+\ln2$.
2. $\beta_{\rm Ry}$ in C. It is too large by $\ln2$; error $-\ln2$.
3. Unscaled $\beta_{\rm Ry}(Z)$ in A. The $2\ln Z$ is subtracted twice; error $-2\ln Z$.
4. The hydrogen value in B. The $2\ln Z$ is never subtracted; error $+2\ln Z$.
5. Unscaled $\beta_{E_h}(Z)$ in A, your case. Here $\delta=\ln(Z^2/2)$; error $\ln2-2\ln Z$.

The 2P level does not move, so the whole error goes into the 2S–2P$_{1/2}$ splitting. Errors 3 and 4 vanish at $Z=1$, so a check on hydrogen cannot reveal them. Every error scales as $n^{-3}$ and drops out of $8E(2S)-E(1S)=\tfrac43P_1(\beta_{1S}-\beta_{2S})$, so agreement for that combination says nothing about the unit.

### Numbers

The numerical check computes $\beta$ without summing over states. Because $\langle m|(-\nabla V)\psi\rangle=\Delta_m\langle m|\nabla\psi\rangle$, the function $G(k)=\langle-\nabla V\psi|(H-E_n+k)^{-1}|\nabla\psi\rangle$ equals $\sum w_m/(\Delta_m+k)$. The antiderivative of $1/(u+k)-1/(\Delta+k)$ is $\ln[(u+k)/(\Delta+k)]$, which vanishes at infinity, so along the imaginary $k$ axis, away from all poles,
$$\sum_m w_m\ln\frac{|\Delta_m|}{u}=\mathrm{Re}\int_0^{i\infty}\Big[\frac{D}{u+k}-G(k)\Big]dk .$$
The resolvent is taken in a B-spline basis on one radial mesh for all $Z$, so the scaling is not built in. The unit shift amounts to the value of $D$, which the program tests against $2Z^4\delta_{l0}/n^3$. It also tests the S values against sums over closed-form hydrogen oscillator strengths ($w=\tfrac32f\Delta^2$, giving $2.984129$ and $2.811770$ in Ry), the 2P value against direct diagonalization ($-0.030017$), and the four QED constants against quadrature.

| state | $\beta_{E_h}$ | $\beta_{\rm Ry}$ | $\beta_{Z^2\rm Ry}$ |
|---|---|---|---|
| H 2S | 2.11862 | 2.81177 | 2.81177 |
| He$^+$ 2S | 3.50492 | 4.19806 | 2.81177 |
| $Z=10$ 2S | 6.72379 | 7.41694 | 2.81177 |
| H, He$^+$ 2P | −0.03002 | −0.03002 | −0.03002 |

To rounding, $2.11862+0.693147=2.81177$, $2.81177+1.386294=4.19806$ and $2.81177+4.605170=7.41694$. The invariant energy is $k_0(2S)=8.3197\,E_h$ for H and $33.2787\,E_h$ for He$^+$, a factor $Z^2=4$. All 2S weights are non-negative, since no p state lies below, and bound intermediate states have $\Delta<Z^2/8$. A mean this far above threshold therefore means that the continuum dominates the logarithm.

*Hydrogen.* The bracket of form A is $9.840487-2.81177+0.63333=7.66205$, and with $\tfrac43P_2=2.06155\times10^{-8}E_h$ this gives $E(2S)=1.57957\times10^{-7}E_h$. For 2P$_{1/2}$, $1.54617\times10^{-8}\,[\tfrac43(0.030017)-\tfrac16]=-1.9581\times10^{-9}E_h$. The splitting is $1.59916\times10^{-7}E_h$, and with $1\,E_h=6.579684\times10^9$ MHz it is 1052 MHz. The unit error is $2.06155\times10^{-8}\times0.693147=1.429\times10^{-8}E_h=94.0$ MHz, or 8.9 % of the correct leading-order splitting. Errors 1 and 5 give 1146 MHz and error 2 gives 958 MHz. For errors 3 and 4 the output shows $2\times10^{-16}E_h$, which is the numerical difference between the resolvent values and the independently computed hydrogen values used as reference. In 1S the $\ln2$ error is eight times larger, $1.143\times10^{-7}E_h$ out of $1.235\times10^{-6}E_h$.

*He$^+$.* The bracket is $8.454193-2.81177+0.63333=6.27575$, and $\tfrac43P_2=3.29849\times10^{-7}E_h$ gives $E(2S)=2.07005\times10^{-6}E_h$. With $E(2P_{1/2})=-3.133\times10^{-8}E_h$ the splitting is $2.10138\times10^{-6}E_h=13826$ MHz. The basic errors are $3.29849\times10^{-7}\times0.693147=2.286\times10^{-7}E_h$ and $3.29849\times10^{-7}\times1.386294=4.573\times10^{-7}E_h$. Percentages are relative to the correct leading-order splitting.

| error | change (MHz) | % | result (MHz) |
|---|---|---|---|
| 1 | +1504 | +10.9 | 15331 |
| 2 | −1504 | −10.9 | 12322 |
| 3 | −3009 | −21.8 | 10818 |
| 4 | +3009 | +21.8 | 16835 |
| 5 | −1504 | −10.9 | 12322 |

Your error changes sign between H and He$^+$, because $\ln2-2\ln Z$ crosses zero at $Z^2=2$, and at $Z=2$ it equals $-\ln 2$ and coincides with error 2. The relative $\ln2$ error rises from 8.9 % to 10.9 % because error and prefactor both scale as $Z^4$ while $\ln(Z\alpha)^{-2}$ in the bracket falls. The program tests each error against its formula, using as reference the levels built from the computed low- and high-energy pieces. It also tests those levels against form A, with the large-$K$ form of $E_{\rm low}$. It does so at $K=30$ and $900\,E_h$, but in that form $K$ enters only as $\ln K$ times $D-2Z^4\delta_{l0}/n^3$, so agreement at both values repeats the sum-rule test and says nothing about which $K$ are physically admissible. The combination $8E(2S)-E(1S)$ is $4.548\times10^{-7}E_h$ for He$^+$ with the right unit and with error 5.

The MHz digits serve the arithmetic. As predictions these splittings lack recoil, nuclear size and higher orders. An order estimate for the last is the remainder $8Z\sqrt{\mathrm{Ry}/K}$ taken at $K\sim c^2$, which adds a term of order $Z\alpha$ to the bracket. The measured splittings are roughly 1.1 GHz and 14 GHz.

### Where the rules stop holding

The unit rule in general reads $\beta_{u'}-\beta_u=(D/\text{normalization})\ln(u/u')$ with $D=\tfrac12\langle\nabla^2V\rangle$. The immunity of $l>0$ states requires $\langle\nabla^2V\rangle=0$. This is guaranteed when $\nabla^2V$ is concentrated at the nucleus, where their wavefunctions vanish. For an extended nucleus or a screened potential $D$ need not vanish for a P state. In a many-electron atom $\mathbf p$ becomes the total momentum, the electron-electron forces cancel in its commutator with $H$, and $D=2\pi Z\langle\sum_i\delta^3(\mathbf r_i)\rangle$. This is nonzero for any state with an s electron, so a 1s2p state normalized by its own $D$ carries the full $\ln2$. The $2\ln Z$ rule needs $H$ to scale as $Z^2$, which the electron repulsion spoils; there, dividing by $Z^2$ is a choice of unit and leaves a $Z$-dependent number. With a reduced mass $\mu_r$ (in electron masses), the same scaling argument gives $\Delta_m\propto\mu_rZ^2$ and $w_m\propto\mu_r^3Z^4$, so $\beta$ is universal when the unit is $\mu_rZ^2\,\mathrm{Ry}$ and the normalization is $2\mu_r^3Z^4/n^3$.

To repair your calculation, either subtract $\ln(Z^2/2)$ from the S-state hartree values and keep form A, or keep the values and use form C.

## Computed values

```
alpha = 0.0072973526; ln alpha^-2 = 9.840487; 1 Eh = 6.579684e+09 MHz
ln 2 = 0.693147; 2 ln 2 = 1.386294; 2 ln 10 = 4.605170
F1 slope constant = -0.37500; matching constant = 0.83333
F2(0)/(alpha/2pi) = 1.00000; vacuum-polarization constant = -0.20000
total S bracket constant = 0.63333
H 2P channel sums: d 0.0277778, s -0.0277778 Eh^2
oscillator road, H: beta(Ry) 1S = 2.984129, 2S = 2.811770
diagonalization road, H: beta(Ry) 2P = -0.030017
H 1S cutoff remainder at K = 5e7 Eh: 7.9929e-04 (times sqrt(K/Ry): 7.9929)
resolvent road: D (Eh^2), beta(Eh), beta(Ry), beta(Z^2 Ry), beta(Z^2 Eh)
 Z=1 1S: 2.000000 2.29098 2.98413 2.98413 2.29098
 Z=1 2S: 0.250000 2.11862 2.81177 2.81177 2.11862
 Z=1 2P: 0.000000 -0.03002 -0.03002 -0.03002 -0.03002
 Z=2 1S: 32.000000 3.67728 4.37042 2.98413 2.29098
 Z=2 2S: 4.000000 3.50492 4.19806 2.81177 2.11862
 Z=2 2P: 0.000000 -0.03002 -0.03002 -0.03002 -0.03002
 Z=10 2S: 2500.000000 6.72379 7.41694 2.81177 2.11862
H: k0(1S) = 9.8846 Eh, k0(2S) = 8.3197 Eh
H: ln (Z alpha)^-2 = 9.840487; P2 = 1.54617e-08 Eh; (4/3)P2 = 2.06155e-08 Eh
H: E(2S) = 1.57957e-07 Eh, E(2P1/2) = -1.9581e-09 Eh
H: Lamb shift 2S-2P1/2 = 1.59916e-07 Eh = 1052.2 MHz
 beta(Z^2 Eh) in A: error +1.429e-08 Eh = +94.0 MHz (+8.9 %), gives 1146.2 MHz
 beta(Ry) in C: error -1.429e-08 Eh = -94.0 MHz (-8.9 %), gives 958.2 MHz
 beta(Ry) in A: error +2.319e-16 Eh = +0.0 MHz (+0.0 %), gives 1052.2 MHz
 H value in B: error +2.319e-16 Eh = +0.0 MHz (+0.0 %), gives 1052.2 MHz
 beta(Eh) in A: error +1.429e-08 Eh = +94.0 MHz (+8.9 %), gives 1146.2 MHz
H: E(1S) = 1.23523e-06 Eh; ln 2 error in it = 1.1432e-07 Eh
H: 8E(2S)-E(1S): correct 2.8426e-08 Eh, beta(Eh) in A 2.8426e-08 Eh
He+: k0(1S) = 39.5385 Eh, k0(2S) = 33.2787 Eh
He+: ln (Z alpha)^-2 = 8.454193; P2 = 2.47387e-07 Eh; (4/3)P2 = 3.29849e-07 Eh
He+: E(2S) = 2.07005e-06 Eh, E(2P1/2) = -3.1330e-08 Eh
He+: Lamb shift 2S-2P1/2 = 2.10138e-06 Eh = 13826.4 MHz
 beta(Z^2 Eh) in A: error +2.286e-07 Eh = +1504.3 MHz (+10.9 %), gives 15330.8 MHz
 beta(Ry) in C: error -2.286e-07 Eh = -1504.3 MHz (-10.9 %), gives 12322.1 MHz
 beta(Ry) in A: error -4.573e-07 Eh = -3008.7 MHz (-21.8 %), gives 10817.7 MHz
 H value in B: error +4.573e-07 Eh = +3008.7 MHz (+21.8 %), gives 16835.1 MHz
 beta(Eh) in A: error -2.286e-07 Eh = -1504.3 MHz (-10.9 %), gives 12322.1 MHz
He+: E(1S) = 1.61056e-05 Eh; ln 2 error in it = 1.8291e-06 Eh
He+: 8E(2S)-E(1S): correct 4.5482e-07 Eh, beta(Eh) in A 4.5482e-07 Eh
```
